The device spectral function: lead-injected parts and missing bound states

**The result**

A finite device with Hermitian Hamiltonian H, written in an orthonormal basis, is joined to two semi-infinite leads, α = L and R. Electrons do not interact, and the leads touch each other only through the device. Let h_α be the Hamiltonian of the isolated lead α, V_α the coupling block that takes a lead state into the device, and z = E + iη with η > 0. Define

g_α = (z − h_α)⁻¹,  Σ_α = V_α g_α V_α†,  Γ_α = i(Σ_α − Σ_α†),

G = (z − H − Σ)⁻¹,  Σ = Σ_L + Σ_R,  Γ = Γ_L + Γ_R.

The spectral function A = i(G − G†) obeys, for every η > 0,

i(G − G†) = GΓG† + 2ηGG†.  (1)

As η → 0 the last term vanishes at ordinary energies, which leaves i(G − G†) = GΓG†. It does not vanish at the energies E_b of bound states. As a distribution in energy, the limit is

A(E) = GΓ_LG† + GΓ_RG† + 2π Σ_b Z_b u_b u_b† δ(E − E_b),  (2)

with Γ_α taken on the real energy axis. The first two terms come from states injected from the left and from the right. In the third, u_b is the normalized device part of a bound state and Z_b is the fraction of that state's norm which lies in the device. The short identity without the third term is therefore true energy by energy wherever G stays bounded, which excludes the E_b and any band edge at which G diverges, but false once integrated across one of the E_b.

Equation (2) assumes that the isolated leads have no bound states of their own, that the coupled system has finitely many, and that none sits at a band edge. "Band" means the energies at which an isolated lead has propagating states.

**First derivation: algebra of the inverse**

G is the device block of the resolvent of the whole system. To see this, write the device column of (z − H_tot)X = 1, calling its device part G and its lead parts X_α:

(z − H)G − Σ_α V_α X_α = 1,
(z − h_α)X_α − V_α†G = 0.

(A sum sign directly before V_α runs over the leads.) The second line gives X_α = g_αV_α†G. Inserted in the first, it gives (z − H − Σ_L − Σ_R)G = 1, as defined above.

Since H is Hermitian, the inverse and its adjoint are

G⁻¹ = E + iη − H − Σ,
(G†)⁻¹ = E − iη − H − Σ†.

Subtract the first from the second. E and H cancel, and the definition of Γ gives Σ − Σ† = −iΓ, so

(G†)⁻¹ − G⁻¹ = −2iη + Σ − Σ† = −i(Γ + 2η).

Multiply by G on the left and by G† on the right. On the left-hand side, G(G†)⁻¹G† = G and GG⁻¹G† = G†. Hence

G − G† = −iG(Γ + 2η)G†,

and multiplication by i gives (1). Multiplying instead by G† on the left and G on the right gives the same difference G − G†, so A = G†(Γ + 2η)G as well.

The same manipulation for an isolated lead, which has no self-energy, gives i(g_α − g_α†) = 2ηg_αg_α†. Therefore

Γ_α = 2η V_αg_αg_α†V_α† ≥ 0.  (3)

This positivity survives the limit η → 0. Inside the band g_α becomes singular enough that a nonzero Γ_α can remain; outside the band g_α stays bounded and Γ_α vanishes in proportion to η.

*Ordinary energies.* If G(E + iη) stays bounded as η → 0, then 2ηGG† → 0 and A = GΓ_LG† + GΓ_RG†. At a band edge G may grow, and I assume that it grows no faster than the inverse square root of the distance to the edge. Such a singularity is integrable and holds no delta function.

*Bound energies.* G fails to stay bounded when a real E_b and a unit vector u satisfy

[E_b − H − Σ(E_b)]u = 0.

Multiply by u† from the left. The terms E_b and u†Hu are real, so the imaginary part of u†Σu must vanish. Because Σ − Σ† = −iΓ, that imaginary part is −u†Γu/2. So u†Γ_Lu + u†Γ_Ru = 0. Both terms are non-negative, hence both are zero, and for a non-negative matrix this implies Γ_αu = 0. The state cannot decay into either lead. At a band edge the equation can also hold with no normalizable state behind it, as it does for a perfect chain; that case falls under the edge assumption above.

Take first a non-degenerate E_b outside the band. There Σ is Hermitian on the real axis and smooth. Near E_b the matrix z − H − Σ(z) has one small eigenvalue, which to first order in z − E_b is

(z − E_b) u†(1 − Σ′)u = (z − E_b)/Z,  Z = 1/(1 − u†Σ′u),  (4)

where Σ′ = dΣ/dE at E_b. Since dg_α/dE = −g_α², we have Σ′ = −Σ_α V_αg_α²V_α† ≤ 0, and so 0 < Z ≤ 1. The singular part of G is Zuu†/(z − E_b). With x = E − E_b,

A ≈ iZuu†[1/(x + iη) − 1/(x − iη)] = Zuu† · 2η/(x² + η²) → 2πZuu† δ(x).

The last step uses ∫dx 2η/(x² + η²) = 2π. On the real axis, however, Γ = 0 throughout a neighbourhood of E_b, and GΓG† is zero at every nearby energy other than E_b. The left side of the short identity has a delta function, and the right side has none.

*Where the weight sits at finite η.* Equation (1) loses nothing, so its right side must contain the peak. Outside the band Σ(E + iη)† = Σ(E − iη), and therefore

Γ(E + iη) = i[Σ(E + iη) − Σ(E − iη)] ≈ i(2iη)Σ′ = −2ηΣ′.

By (4), −u†Σ′u = 1/Z − 1. The two terms near E_b are then

GΓG† ≈ Z²(1/Z − 1)uu† · 2η/(x² + η²) → 2πZ(1 − Z)uu† δ(x),
2ηGG† ≈ Z²uu† · 2η/(x² + η²) → 2πZ²uu† δ(x).

They add to 2πZuu†δ(x). The first piece exists because η, kept in the leads as well, acts on the part of the bound state that extends into them. If instead Σ is first taken on the real axis and η is kept in the device alone, the small eigenvalue is x/Z + iη. Then G ≈ Zuu†/(x + iZη), and

2ηGG† ≈ Zuu† · 2(Zη)/(x² + (Zη)²) → 2πZuu† δ(x),

while GΓG† contributes nothing. The statement that bound states are missing from GΓG† thus refers to real-axis Γ.

**Second derivation: counting the states of the whole system**

Let the whole system have orthonormal eigenstates n with energies E_n, and let d_n be the device part of state n. The spectral theorem gives G = Σ_n d_nd_n†/(z − E_n), and so

A = Σ_n d_nd_n† · 2η/[(E − E_n)² + η²] → 2π Σ_n d_nd_n† δ(E − E_n).  (5)

For continuous spectra the sum is an integral. The eigenstates are of two kinds: scattering states, each with an incoming wave in one lead, and bound states. That these two kinds are complete is an assumption of scattering theory, and it takes the place of the boundary behaviour of G assumed above.

*Scattering states.* Let φ be an eigenstate of the isolated lead α with energy E. With the coupling on, let ψ be the device part and χ_β the part in lead β. The Schrödinger equation reads

(E − H)ψ = Σ_β V_βχ_β,  (E − h_β)χ_β = V_β†ψ.

The solution whose added waves are outgoing uses the retarded g_β:

χ_α = φ + g_αV_α†ψ,  χ_β = g_βV_β†ψ for β ≠ α.

Inserting these in the device equation gives (E − H − Σ)ψ = V_αφ, or

ψ = GV_αφ.  (6)

The normalization carries over from φ. In the far past a wave packet of such full states coincides with the same packet of isolated-lead states moving toward the device, and unitary evolution preserves inner products. Packets from different leads are orthogonal for the same reason. The states injected from α therefore contribute to (5)

GV_α [2π Σ_φ φφ† δ(E − E_φ)] V_α†G†.

The bracket is the spectral function of the isolated lead, i(g_α − g_α†), by (5) applied to that lead. Since V_αi(g_α − g_α†)V_α† = i(Σ_α − Σ_α†) = Γ_α, the contribution is GΓ_αG†. This gives each half of the split its meaning: GΓ_LG† is 2π times the energy-resolved density matrix of the device when every left-injected state is filled once.

The order of the factors matters. With incoming instead of outgoing added waves, g_β† replaces g_β and (6) becomes ψ = G†V_αφ. The parts are then G†Γ_αG, which belong to states whose outgoing flux is all in lead α. The two splits have the same sum but in general different parts.

*Bound states.* A bound state has no φ. Its lead parts are χ_α = g_αV_α†d_b when E_b lies outside the band, and its norm is

1 = d_b†d_b + Σ_α d_b†V_αg_α²V_α†d_b = d_b†(1 − Σ′)d_b.

With d_b = √Z_b u_b this is Z_b = 1/(1 − u_b†Σ′u_b), the factor in (4), now seen to be the device share of the norm. As the coupling goes to zero, Z_b → 1 for a level that stays a finite distance from the band, because g_α² is then bounded and Σ′ → 0. A level that drifts to the band edge need not obey this. Inserting d_bd_b† = Z_bu_bu_b† in (5) completes (2). Nothing in the counting requires E_b to lie outside the band.

Completeness of the eigenstates, Σ_n d_nd_n† = 1, turns the integral of (2) into

∫(dE/2π)(GΓ_LG† + GΓ_RG†) + Σ_b Z_bu_bu_b† = 1.  (7)

This has a practical consequence. Lead occupations f_L and f_R fill the injected states, but they do not by themselves fix the filling of bound states, which no incoming wave reaches. In this non-interacting model the filling of a bound state is separate information, fixed by how the system was prepared or by processes outside the model.

*Transmission.* The norm in lead R grows at the rate (1/iħ)(χ_R†V_R†ψ − ψ†V_Rχ_R). For a state injected from the left, χ_R = g_RV_R†ψ, and the rate becomes ψ†(Σ_R† − Σ_R)ψ/(iħ) = ψ†Γ_Rψ/ħ. In a one-channel lead with wave number k per site, a unit-amplitude incoming wave carries the current v, where ħv = dE/dk. Plane waves normalized in k have amplitude 1/√(2π), so

GΓ_LG† = 2π∫dk (1/2π) ψψ† δ(E − E_k) = ψψ†/(ħv).  (8)

Dividing the transmitted by the incoming current gives the Caroli formula,

T = ψ†Γ_Rψ/(ħv) = Tr[Γ_R G Γ_L G†].

When each lead touches a single site, 1 on the left and N on the right, T = |√Γ_R G_N1 √Γ_L|². The quantity inside the modulus is, up to a phase, the Fisher–Lee transmission amplitude.

**A three-site device**

Take lead chains with site energy 0 and hopping −t, t = 1 eV, so that E = −2t cos k and the band runs from −2 to 2 eV. The device has site energies 0, −1.5 and 0.5 eV and internal hopping −1 eV. Site 1 couples to the left lead with −0.8 eV, site 3 to the right lead with −0.6 eV.

Removing the first site of a lead leaves the same lead, so its end-site Green function obeys g = 1/(E − t²g). Inside the band the root with Im g < 0 is g = [E − i√(4t² − E²)]/(2t²). At E = 0.5 eV this is 0.2500 − 0.9682i per eV, and

Γ_L = 0.64 × 2 × 0.9682 = 1.239 eV,  Γ_R = 0.36 × 2 × 0.9682 = 0.697 eV.

The matrix E − H − Σ has diagonal a = 0.3400 + 0.6197i, b = 2, c = −0.0900 + 0.3486i and off-diagonal elements 1 between neighbours (in eV). Its determinant is D = a(bc − 1) − c = −0.7432 − 0.8428i eV³. Cofactors give, per eV,

G_11 = (bc − 1)/D = 0.2293 − 1.1980i,
G_31 = 1/D = −0.5886 + 0.6675i,

and G_13 = G_31. On site 1 the injected parts are

left: Γ_L|G_11|² = 1.239 × 1.488 = 1.844 per eV,
right: Γ_R|G_13|² = 0.697 × 0.792 = 0.552 per eV.

Their sum, 2.396 per eV, equals −2 Im G_11. The same split gives 0.127 + 0.276 = 0.403 per eV on site 2 and 0.982 + 0.905 = 1.886 per eV on site 3, where the last digit reflects rounding. The transmission is T = Γ_LΓ_R|G_31|² = 1.239 × 0.697 × 0.792 = 0.684.

The off-diagonal element between sites 1 and 2 shows what the sum conceals. Its left part is −0.343 − 0.342i per eV and its right part −0.188 + 0.342i per eV. The current from site 1 to site 2 is (2/ħ) Im(ψ_2* H_21 ψ_1). With H_21 = −1 eV and (8), this current divided by v is 2 × 0.342 = 0.684 for left injection, equal to T. Right injection gives the opposite current, and the total, −0.531 per eV, is real: with both leads filled equally, no current flows along this chain.

*The bound state.* Below the band, g = [E + √(E² − 4t²)]/(2t²) is real. A bracketing root search for the energy at which the lowest eigenvalue of H + Σ(E) equals E gives E_b = −2.3697 eV, where g = −0.5493 per eV. The components of u are 0.421, 0.850 and 0.318. Differentiating g = 1/(E − t²g) gives g′ = −g²(1 − t²g′), hence

g′ = −g²/(1 − t²g²) = −0.3018/0.6982 = −0.432 per eV².

Then

u†Σ′u = −0.432 × (0.64 × 0.421² + 0.36 × 0.318²) = −0.0647,
Z = 1/1.0647 = 0.939.

Diagonalizing the device with 200 lead sites on each side gives the same energy and device weight to the digits shown.

Integrating the injected parts over the band by Gauss–Legendre quadrature in k, with dE = 2t sin k dk, and adding Zuu† gives the terms of (7) for each site:

site 1: left 0.6352, right 0.1984, bound 0.1664
site 2: left 0.1724, right 0.1498, bound 0.6778
site 3: left 0.3526, right 0.5524, bound 0.0949

Each line adds to 1 within rounding. The injected states alone hold 2.061 of the three device orbitals, and on site 2, the deep site, they account for less than a third of the weight.

With η = 10⁻⁶ eV everywhere, quadrature over a window of ±0.02 eV around E_b gives the trace of GΓG†, divided by 2π, a weight of 0.0571, and that of 2ηGG† a weight of 0.8821. These are Z(1 − Z) and Z². With Γ on the real axis the weights are 0 and 0.9392.

*A bound state inside the band.* Replace the device by two sites of energy 0.3 eV with mutual hopping −0.5 eV, each coupled by −0.5 eV to the end sites of both leads. The odd combination u = (1, −1)/√2 has energy 0.3 + 0.5 = 0.8 eV, well inside the band, but V_α†u = 0 because the two couplings cancel. So (z − H − Σ)u = (z − 0.8 eV)u for every z, and Z = 1. The integrated injected parts have trace 1.000, although the device has two orbitals. With H unchanged, a small difference between the couplings of the two sites would make V_α†u nonzero and let the odd state decay. What keeps this state bound is that u is an eigenvector of H with V_α†u = 0 for both leads; the symmetry is one way to arrange that, and unequal couplings with suitably detuned site energies are another.

**What each derivation assumes**

The algebraic derivation of (1) uses H = H† and the definition of Γ, and nothing about where Σ comes from. If scattering inside the device adds a further self-energy Σ_s, the same subtraction gives an additional term GΓ_sG†, with Γ_s = i(Σ_s − Σ_s†). Wherever GΓ_sG† is nonzero, the two lead terms no longer exhaust A, even at ordinary energies. What the algebra does not supply is a reason to call GΓ_LG† "injected from the left": it splits A because Γ is a sum. To pass from (1) to (2) it also needs information on how G behaves near the real axis, and the pole expansion used here was carried out for a non-degenerate level outside the band.

The state-counting derivation needs more at the start: a closed, Hermitian one-particle problem, leads with purely continuous spectra, and completeness of scattering and bound states. In return it identifies each term. The lead terms are sums over incoming waves, Z is a share of a norm, and a bound state is absent from GΓG† because it has no incoming wave, wherever its energy lies. It does not carry over as it stands to a device with an energy-dependent Σ_s from interactions, since there are then no one-particle eigenstates of the whole system to count.

The two also differ in how they fail when a bound state is overlooked. In the algebra the error is a limit taken too early, with 2ηGG† dropped where G diverges. In the counting it is an incomplete basis. Equation (7) exposes both: in the closed two-lead model with no Σ_s, if the injected weight integrated over the band falls short of the number of device orbitals, the deficit is the total device weight of the bound states.

Numerical values quoted here were computed with a short program.
